# Isotropic Eliashberg equations and the low-frequency limit of Z, part 1

(Sections cited here and not found follow in the second part.)

## From the Nambu self-energy to the two equations

An electron moving through a metal pulls on the ions, and the ions answer slowly. The distortion it leaves behind lasts for roughly a phonon period, long enough to act on other electrons and to act back on the electron that made it. The first effect can bind electrons into pairs. The second makes each electron sluggish, because it has to drag a distortion along. Both effects come from the same exchange of phonons, so they cannot be chosen independently. The question is how the delay enters each of them, and by how much the electron is slowed at low frequency.

Let $\hbar=k_B=1$, so that frequencies and temperatures are energies. For one band and $N$ unit cells the Hamiltonian is

$$
H=\sum_{\mathbf k\sigma}\xi_{\mathbf k}c^\dagger_{\mathbf k\sigma}c_{\mathbf k\sigma}
+\sum_{\mathbf qj}\omega_{\mathbf qj}b^\dagger_{\mathbf qj}b_{\mathbf qj}
+\frac1{\sqrt N}\sum_{\mathbf k\mathbf qj\sigma}g_j(\mathbf k+\mathbf q,\mathbf k)\,
c^\dagger_{\mathbf k+\mathbf q\sigma}c_{\mathbf k\sigma}\,(b_{\mathbf qj}+b^\dagger_{-\mathbf qj}).
$$

Here $\xi_{\mathbf k}$ is the band energy measured from the chemical potential and $j$ labels the phonon branches. The phonon energies $\omega_{\mathbf qj}$ are taken as given, already dressed by the electrons, so no further phonon self-energy is added. Coulomb repulsion between the electrons is left out. It would weaken the pairing, and the transition temperature found below does not contain it.

Pairing joins $\mathbf k\uparrow$ to $-\mathbf k\downarrow$. A spinor that holds an electron and the matching hole treats the normal and the paired amplitudes together:

$$
\Psi_{\mathbf k}=\begin{pmatrix}c_{\mathbf k\uparrow}\\ c^\dagger_{-\mathbf k\downarrow}\end{pmatrix},\qquad
\Psi^\dagger_{\mathbf k}=\begin{pmatrix}c^\dagger_{\mathbf k\uparrow}& c_{-\mathbf k\downarrow}\end{pmatrix}.
$$

Let $\tau_0$ be the unit matrix and $\tau_1,\tau_2,\tau_3$ the Pauli matrices in this space. Since $\xi_{-\mathbf k}=\xi_{\mathbf k}$, the spin-down part of the band energy can be written with $-\mathbf k$. The anticommutator then gives $c^\dagger_{-\mathbf k\downarrow}c_{-\mathbf k\downarrow}=1-c_{-\mathbf k\downarrow}c^\dagger_{-\mathbf k\downarrow}$. The minus sign is the lower entry of $\tau_3$, so that, up to a constant,

$$
\sum_{\mathbf k\sigma}\xi_{\mathbf k}c^\dagger_{\mathbf k\sigma}c_{\mathbf k\sigma}
=\sum_{\mathbf k}\Psi^\dagger_{\mathbf k}\,\xi_{\mathbf k}\tau_3\Psi_{\mathbf k}.
$$

The coupling goes the same way. In its spin-down part, replace the summation variable $\mathbf k$ by $-\mathbf k-\mathbf q$. The operators become $c^\dagger_{-\mathbf k\downarrow}c_{-\mathbf k-\mathbf q\downarrow}$, which for $\mathbf q\neq0$ equals $-c_{-\mathbf k-\mathbf q\downarrow}c^\dagger_{-\mathbf k\downarrow}$, and the matrix element becomes $g_j(-\mathbf k,-\mathbf k-\mathbf q)$. For a spin-independent potential and time-reversal symmetry the Bloch functions may be chosen with $\psi_{-\mathbf k}=\psi^*_{\mathbf k}$. Then $g_j(-\mathbf k,-\mathbf k-\mathbf q)=g_j(\mathbf k+\mathbf q,\mathbf k)$, and the electronic factor is $g_j\Psi^\dagger_{\mathbf k+\mathbf q}\tau_3\Psi_{\mathbf k}$. The phonon vertex carries $\tau_3$ because a displacement couples to charge, and a hole has the opposite charge to an electron.

The matrix Green function is defined in imaginary time by

$$
G(\mathbf k,\tau)=-\langle T\,\Psi_{\mathbf k}(\tau)\Psi^\dagger_{\mathbf k}(0)\rangle,\qquad
G(\mathbf k,i\omega_n)=\int_0^{1/T}\!d\tau\,e^{i\omega_n\tau}G(\mathbf k,\tau),
$$

with $\omega_n=(2n+1)\pi T$ and $n$ any integer. Without coupling, $G_0^{-1}=i\omega_n\tau_0-\xi_{\mathbf k}\tau_3$.

For the phonons, put $\varphi_{\mathbf q}=b_{\mathbf q}+b^\dagger_{-\mathbf q}$ and $D(\mathbf q,\tau)=-\langle T\varphi_{\mathbf q}(\tau)\varphi_{-\mathbf q}(0)\rangle$, the branch label being understood. With the Bose occupation $n_B=1/(e^{\omega/T}-1)$ and $0<\tau<1/T$,

$$
-D(\mathbf q,\tau)=(n_B+1)e^{-\omega\tau}+n_Be^{\omega\tau}.
$$

The transform is taken at $\nu_l=2\pi Tl$, where $e^{i\nu_l/T}=1$. The first term gives $(n_B+1)(1-e^{-\omega/T})/(\omega-i\nu_l)=1/(\omega-i\nu_l)$, and the second gives $n_B(e^{\omega/T}-1)/(\omega+i\nu_l)=1/(\omega+i\nu_l)$. Their sum is

$$
-D(\mathbf q,i\nu_l)=\frac{2\omega_{\mathbf q}}{\omega_{\mathbf q}^2+\nu_l^2}.
$$

This positive function is largest at $\nu_l=0$ and decreases steadily as $|\nu_l|$ grows; it is down to half its maximum when $|\nu_l|$ equals the phonon energy and falls as $1/\nu_l^2$ beyond. It carries the delay of the ionic response.

The second-order correction to $G$ contains two vertices. The expansion of the time-ordered exponential supplies $1/2!$, which is cancelled by the two ways of ordering the vertices along the electron line. What remains is

$$
-\langle\Psi\Psi^\dagger\rangle\,g\tau_3\,\langle\Psi\Psi^\dagger\rangle\,g^*\tau_3\,\langle\Psi\Psi^\dagger\rangle\,\langle\varphi\varphi\rangle .
$$

Each electron average is $-G_0$ and the phonon average is $-D$. The five minus signs leave $-|g|^2D\,G_0\tau_3G_0\tau_3G_0$. Comparison with $G_0\Sigma G_0$ shows that $\Sigma(\tau)=-|g|^2D(\tau)\tau_3G_0(\tau)\tau_3$. A product in time is a convolution in frequency, and the inner line is replaced by the full $G$:

$$
\Sigma(\mathbf k,i\omega_n)=\frac TN\sum_{\mathbf k'mj}|g_j(\mathbf k,\mathbf k')|^2
\frac{2\omega_{\mathbf qj}}{\omega_{\mathbf qj}^2+(\omega_n-\omega_m)^2}\,
\tau_3G(\mathbf k',i\omega_m)\tau_3,\qquad \mathbf q=\mathbf k-\mathbf k'.
$$

The replacement is needed for pairing: $G_0$ has no off-diagonal part, so an expansion around it would never generate one. Diagrams with crossed phonon lines are dropped. This is Migdal's approximation, an assumption here, intended for phonon energies small compared with electronic ones.

A second contraction joins the two operators of one vertex to each other. It describes a static displacement set up by the mean charge. For one mode with energy $\omega b^\dagger b+g\rho(b+b^\dagger)$ and mean charge $\rho=\langle\Psi^\dagger\tau_3\Psi\rangle$, the minimum lies at $b=-g\rho/\omega$. The electron then feels the constant term $-(2g^2\rho/\omega)\tau_3$. It does not depend on frequency, has the matrix form of a level shift, and is absorbed in the band energy $\xi_{\mathbf k}$, or in the chemical potential when it is the same for all $\mathbf k$. The numerical check compares exchange plus shift with the exact self-energy of a single paired level coupled to one oscillator, where all signs matter. With $g$ equal to one hundredth of the oscillator energy, the two differ by at most $1.2\times10^{-4}$ at the three frequencies tested, relative to the exact self-energy.

The self-energy is now written in components. For singlet pairing with a uniform phase, the phase can be chosen so that no $\tau_2$ part appears:

$$
\Sigma=i\omega_n(1-Z_n)\tau_0+\chi_n\tau_3+\phi_n\tau_1 .
$$

The functions $Z_n$, $\chi_n$ and $\phi_n$ are sought real and even in $\omega_n$. Here $Z_n$ rescales the frequency, $\chi_n$ shifts the band energy and $\phi_n$ is the pairing field. Dyson's equation $G^{-1}=G_0^{-1}-\Sigma$ gives

$$
G^{-1}=i\omega_nZ_n\tau_0-v,\qquad v=(\xi+\chi_n)\tau_3+\phi_n\tau_1 .
$$

Because $\tau_1\tau_3+\tau_3\tau_1=0$, the cross terms in $v^2$ cancel and $v^2=(\xi+\chi_n)^2+\phi_n^2$ is a number. Hence $(i\omega_nZ_n-v)(i\omega_nZ_n+v)=-\omega_n^2Z_n^2-v^2$, and

$$
G(\xi,i\omega_n)=-\frac{i\omega_nZ_n\tau_0+(\xi+\chi_n)\tau_3+\phi_n\tau_1}{\omega_n^2Z_n^2+(\xi+\chi_n)^2+\phi_n^2}.
$$

The two vertices surround $G$ with $\tau_3$. This leaves $\tau_0$ and $\tau_3$ unchanged, but $\tau_3\tau_1\tau_3=-\tau_1$. The numerator therefore becomes $i\omega Z\tau_0+(\xi+\chi)\tau_3-\phi\tau_1$, with the overall minus sign still in front. The pairing part enters $\Sigma$ with a positive coefficient: a positive $\phi$ at one frequency supports a positive $\phi$ at the others. That is how the attraction appears in this notation.

The sum over $\mathbf k'$ still mixes directions on the Fermi surface with energies away from it. Let $N_F=N^{-1}\sum_{\mathbf k}\delta(\xi_{\mathbf k})$ be the density of states per spin and cell. Three assumptions separate the two. The density of states is constant over the energies that matter; the coupling and the phonon energies depend on the directions of $\mathbf k$ and $\mathbf k'$ but not on $\xi$ and $\xi'$; and $Z$ and $\phi$ are the same all over the Fermi surface. The third is the isotropic approximation, and it is made consistent by averaging the equation over $\mathbf k$ as well. The weight of a point is $\delta(\xi_{\mathbf k})/(NN_F)$, which sums to one. All that is needed from the lattice is then

$$
\alpha^2F(\Omega)=\frac1{N_FN^2}\sum_{\mathbf k\mathbf k'j}|g_j(\mathbf k,\mathbf k')|^2
\delta(\xi_{\mathbf k})\,\delta(\xi_{\mathbf k'})\,\delta(\Omega-\omega_{\mathbf qj}).
$$

This is $N_F$ times the doubly averaged squared coupling, sorted by phonon energy. It has no dimension, since $|g|^2$ is an energy squared while $N_F$ and the last delta function are inverse energies. Averaging the phonon factor together with the coupling, and multiplying by $N_F$, gives

$$
\lambda(n-m)=\int_0^\infty d\Omega\,\frac{2\Omega\,\alpha^2F(\Omega)}{\Omega^2+(\omega_n-\omega_m)^2},
\qquad \lambda\equiv\lambda(0)=2\int_0^\infty\frac{d\Omega}{\Omega}\,\alpha^2F(\Omega).
$$

The momentum sum has become $\lambda(n-m)\int d\xi'$, the factor $N_F$ having been used up in $\lambda(n-m)$:

$$
\Sigma(i\omega_n)=-T\sum_m\lambda(n-m)\int d\xi\,
\frac{i\omega_mZ_m\tau_0+(\xi+\chi_m)\tau_3-\phi_m\tau_1}{\omega_m^2Z_m^2+(\xi+\chi_m)^2+\phi_m^2}.
$$

For a band that extends equally far above and below the Fermi energy, $\chi=0$ is a consistent solution, because the $\tau_3$ integrand is then odd in $\xi$. An asymmetric band would leave a remainder. If the band is also wide compared with the frequencies that matter, the limits may be taken to infinity. With $E_m=\sqrt{\omega_m^2Z_m^2+\phi_m^2}$,

$$
\int_{-\infty}^{\infty}\frac{d\xi}{\xi^2+E_m^2}=\frac{\pi}{E_m}.
$$

The coefficient of $\tau_0$ reads $i\omega_n(1-Z_n)=-i\pi T\sum_m\lambda(n-m)\omega_mZ_m/E_m$. Dividing by $-i$ and taking the $\tau_1$ coefficient as well gives

$$
\omega_n(Z_n-1)=\pi T\sum_m\lambda(n-m)\frac{\omega_mZ_m}{E_m},\qquad
\phi_n=\pi T\sum_m\lambda(n-m)\frac{\phi_m}{E_m}.
$$

Define the gap function $\Delta_n=\phi_n/Z_n$. For positive $Z_m$, $E_m=Z_m\sqrt{\omega_m^2+\Delta_m^2}$, and $Z_m$ cancels from both fractions:

$$
Z_n=1+\frac{\pi T}{\omega_n}\sum_m\lambda(n-m)\frac{\omega_m}{\sqrt{\omega_m^2+\Delta_m^2}},
$$

$$
Z_n\Delta_n=\pi T\sum_m\lambda(n-m)\frac{\Delta_m}{\sqrt{\omega_m^2+\Delta_m^2}} .
$$

These are the isotropic Eliashberg equations. Reversing the signs of $\omega_n$ and $\omega_m$ together leaves $\lambda(n-m)$ unchanged, so even functions $Z$ and $\Delta$ reproduce even functions, as was assumed.

Multiplying the first equation by $\Delta_n$ and subtracting it from the second gives an equation for the gap alone:

$$
\Delta_n=\pi T\sum_m\frac{\lambda(n-m)}{\sqrt{\omega_m^2+\Delta_m^2}}
\left(\Delta_m-\frac{\omega_m}{\omega_n}\Delta_n\right).
$$

The bracket vanishes at $m=n$. The largest coupling, $\lambda(0)$, therefore drops out of the gap equation at $T>0$: what it adds to the pairing is cancelled by what it adds to $Z$. It remains in $Z$ itself.

Phonon exchange has led to the isotropic Eliashberg equations for $Z_n$ and $\Delta_n$, in which $\lambda(0)$ drops out of the gap equation at $T>0$ but remains in $Z$. It remains to find how large $Z$ becomes at low frequency, and so by how much the electron is slowed, in the normal and the superconducting state.
